# Why compensating acceptors lower the mobility at fixed electron density: verification in Python

```python
"""
Result under test: at fixed electron density n and fixed screening, fully
ionized single acceptors (density NA) change the Born impurity-limited
mobility of a single-donor-doped oxide by the factor n/(n + 2 NA).
Symbols: n electron density, NA acceptor density, ND ionized donor density,
m effective mass, eps permittivity, kF Fermi wave number, qs inverse
screening length, tau transport relaxation time, a_eff effective Bohr radius.
SI units inside; energies in J unless a name ends in _eV.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, solve_ivp, trapezoid
from scipy.optimize import brentq
from scipy.special import spherical_jn, spherical_yn, expit

e, hbar, me, kB = const.e, const.hbar, const.m_e, const.k

# Round example parameters, regime of tin-doped indium oxide
n = 3e26
NA = 1e26
ND = n + NA
mass = 0.30 * me
eps = 9.0 * const.epsilon_0
temperature = 300.0
other_mobility = 200e-4
pair_distance = 0.35e-9


def angular_factor(b):
    return np.log1p(b) - b / (1 + b)


def born_rate(k, qs, ions, m):
    """Closed-form Born transport rate for singly charged centres."""
    b = 4 * k**2 / qs**2
    return ions * m * e**4 * angular_factor(b) / (
        8 * np.pi * eps**2 * hbar**3 * k**3)


def degenerate_state(m):
    """Fermi wave number, Fermi energy, Thomas-Fermi inverse length."""
    k = (3 * np.pi**2 * n) ** (1 / 3)
    energy = hbar**2 * k**2 / (2 * m)
    return k, energy, np.sqrt(e**2 * 1.5 * n / (energy * eps))


def degenerate_mobility(ions, m):
    k, _, qs = degenerate_state(m)
    return e / (m * born_rate(k, qs, ions, m))


def thermal_mobility(ions, m, T):
    """Boltzmann average with electron screening evaluated at T."""
    E = np.linspace(1e-4, 2.0, 20000) * e
    dos = (2 * m) ** 1.5 * np.sqrt(E) / (2 * np.pi**2 * hbar**3)

    def excess(mu_eV):
        f = expit(-(E - mu_eV * e) / (kB * T))
        return trapezoid(dos * f, E) / n - 1

    chem = brentq(excess, -0.5, 1.5) * e
    f = expit(-(E - chem) / (kB * T))
    slope = f * (1 - f) / (kB * T)
    qs = np.sqrt(e**2 * trapezoid(dos * slope, E) / eps)
    k = np.sqrt(2 * m * E) / hbar
    tau = 1 / born_rate(k, qs, ions, m)
    return 2 * e / (3 * m * n) * trapezoid(dos * E * tau * slope, E)


kF, EF, qs = degenerate_state(mass)
a_eff = 4 * np.pi * eps * hbar**2 / (mass * e**2)
mob_0 = degenerate_mobility(n, mass)
mob_A = degenerate_mobility(ND + NA, mass)
factor = n / (n + 2 * NA)

# Test: golden-rule integral over scattering angle against the closed rate


def golden_integrand(c):
    q2 = 2 * kF**2 * (1 - c)
    return (1 - c) / (q2 / qs**2 + 1) ** 2


angle_integral = quad(golden_integrand, -1, 1)[0] * (e**2 / (eps * qs**2))**2
states_per_spin = mass * kF / (2 * np.pi**2 * hbar**2)
golden_rate = 2 * np.pi / hbar * n * states_per_spin * angle_integral / 2
closed_rate = born_rate(kF, qs, n, mass)
assert abs(golden_rate / closed_rate - 1) < 1e-7

# Partial waves for the screened potential, lengths in units of 1/kF
kappa = qs / kF
eta = 1 / (kF * a_eff)


def transport_section(strength, lmax=16, x0=1e-3, x1=40.0):
    """kF^2 times transport cross-section; strength < 0 is attractive."""
    phases = []
    for l in range(lmax + 1):
        def radial(x, y):
            pot = 2 * strength * np.exp(-kappa * x) / x
            return [y[1], (l * (l + 1) / x**2 - 1 + pot) * y[0]]

        c = strength / (l + 1)
        start = [1.0, (l + 1) / x0 + c / (1 + c * x0)]
        sol = solve_ivp(radial, (x0, x1), start, method="DOP853",
                        rtol=1e-9, atol=1e-12)
        u, du = sol.y[:, -1]
        j, y = spherical_jn(l, x1), spherical_yn(l, x1)
        dj = j + x1 * spherical_jn(l, x1, derivative=True)
        dy = y + x1 * spherical_yn(l, x1, derivative=True)
        phases.append(np.arctan((dj * u - x1 * j * du)
                                / (dy * u - x1 * y * du)))
    d = np.array(phases)
    weights = np.arange(1, lmax + 1)
    return 4 * np.pi * np.sum(weights * np.sin(d[:-1] - d[1:]) ** 2)


b_F = 4 / kappa**2
born_section = 2 * np.pi * eta**2 * angular_factor(b_F)

# Test: at weak coupling both signs must approach the Born cross-section
weak = 0.01
weak_donor = transport_section(-weak * eta) / (weak**2 * born_section)
weak_acceptor = transport_section(weak * eta) / (weak**2 * born_section)
assert abs(weak_donor - 1) < 0.03 and abs(weak_acceptor - 1) < 0.03
assert abs((weak_donor + weak_acceptor) / 2 - 1) < 2e-3

# Full coupling: size of the difference between donors and acceptors
donor_ratio = transport_section(-eta) / born_section
acceptor_ratio = transport_section(eta) / born_section
factor_beyond = n * donor_ratio / (ND * donor_ratio + NA * acceptor_ratio)

# Explicit random charges in a periodic box holding 60 electrons
rng = np.random.default_rng(7)
electrons = 60
acceptors = round(electrons * NA / n)
box = (electrons / n) ** (1 / 3)
top = int(2 * kF * box / (2 * np.pi)) + 1
span = range(-top, top + 1)
qvec = np.array([(i, j, k) for i in span for j in span for k in span
                 if (i, j, k) > (0, 0, 0)]) * 2 * np.pi / box
qlen = np.linalg.norm(qvec, axis=1)
qvec, qlen = qvec[qlen < 2 * kF], qlen[qlen < 2 * kF]
kernel = qlen / (qlen**2 + qs**2) ** 2
kernel /= kernel.sum()


def sampled_strength(acceptor_charge, count, paired=False, samples=1000):
    """Born-weighted mean of |sum Z exp(iqr)|^2 over random positions."""
    donors = electrons + acceptor_charge * count
    charge = np.r_[np.ones(donors), -acceptor_charge * np.ones(count)]
    total = 0.0
    for _ in range(samples):
        pos = rng.random((donors + count, 3)) * box
        if paired:
            step = rng.normal(size=(count, 3))
            step /= np.linalg.norm(step, axis=1)[:, None]
            pos[donors:] = pos[:count] + pair_distance * step
        amplitude = np.exp(1j * (qvec @ pos.T)) @ charge
        total += kernel @ np.abs(amplitude) ** 2
    return total / samples


bare = sampled_strength(1, 0)
factor_sampled = bare / sampled_strength(1, acceptors)
factor_double_sampled = bare / sampled_strength(2, acceptors)
factor_double = n / (n + 6 * NA)
assert abs(factor_sampled / factor - 1) < 0.03      # sampling noise below 1 %
assert abs(factor_double_sampled / factor_double - 1) < 0.03

# Pairing: interference term checked by sampling, then integrated over q
paired_sampled = sampled_strength(1, acceptors, paired=True)
interference = np.sinc(qlen * pair_distance / np.pi)
paired_expected = electrons + 2 * acceptors * (1 - kernel @ interference)
assert abs(paired_sampled / paired_expected - 1) < 0.03


def pair_weight(x):
    return x**3 / (x**2 + kappa**2) ** 2


def pair_interference(x):
    return pair_weight(x) * np.sinc(x * kF * pair_distance / np.pi)


mean_interference = quad(pair_interference, 0, 2)[0] / quad(pair_weight, 0, 2)[0]
factor_paired = n / (n + 2 * NA * (1 - mean_interference))

# Test: thermal average reaches the degenerate formula at low temperature
assert abs(thermal_mobility(n, mass, 20.0) / mob_0 - 1) < 2e-3
warm_0 = thermal_mobility(n, mass, temperature)
warm_A = thermal_mobility(ND + NA, mass, temperature)

total_0 = 1 / (1 / mob_0 + 1 / other_mobility)
total_A = 1 / (1 / mob_A + 1 / other_mobility)
heavy_mass = 0.35 * me
heavy_0 = degenerate_mobility(n, heavy_mass)
heavy_A = degenerate_mobility(ND + NA, heavy_mass)
tau_0, tau_A = mob_0 * mass / e, mob_A * mass / e
path_0, path_A = (hbar * kF / mass * t for t in (tau_0, tau_A))

print("INPUTS")
print(f"electron density n = {n*1e-6:.2e} cm^-3")
print(f"acceptor density NA = {NA*1e-6:.2e} cm^-3")
print(f"effective mass = {mass/me:.2f} me")
print(f"relative permittivity = {eps/const.epsilon_0:.1f}")
print(f"temperature = {temperature:.0f} K")
print("BORN RESULT")
print(f"ionized donors with acceptors = {ND*1e-6:.2e} cm^-3")
print(f"charged centres with acceptors = {(ND+NA)*1e-6:.2e} cm^-3")
print(f"Fermi wave number kF = {kF*1e-9:.3f} nm^-1")
print(f"Fermi energy = {EF/e:.3f} eV")
print(f"thermal energy kT = {kB*temperature/e:.4f} eV")
print(f"screening length 1/qs = {1e9/qs:.3f} nm")
print(f"b = 4 kF^2/qs^2 = {b_F:.2f}")
print(f"F(b) = {angular_factor(b_F):.3f}")
print(f"relaxation time, NA = 0: {tau_0*1e15:.2f} fs")
print(f"relaxation time, with NA: {tau_A*1e15:.2f} fs")
print(f"mobility, NA = 0: {mob_0*1e4:.1f} cm2/Vs")
print(f"mobility, with NA: {mob_A*1e4:.1f} cm2/Vs")
print(f"factor n/(n+2NA) = {factor:.3f}")
print("TESTS")
print(f"golden-rule / closed rate = {golden_rate/closed_rate:.7f}")
print(f"weak donor section / Born = {weak_donor:.4f}")
print(f"weak acceptor section / Born = {weak_acceptor:.4f}")
print(f"factor from random charges = {factor_sampled:.3f}")
print(f"double acceptors, n/(n+6NA) = {factor_double:.3f}")
print(f"double acceptors, random charges = {factor_double_sampled:.3f}")
print("NEGLECTED EFFECTS")
print(f"1/(kF a_eff) = {eta:.3f}")
print(f"full donor section / Born = {donor_ratio:.3f}")
print(f"full acceptor section / Born = {acceptor_ratio:.3f}")
print(f"factor beyond Born = {factor_beyond:.3f}")
print(f"pair distance = {pair_distance*1e9:.2f} nm")
print(f"factor, all acceptors paired = {factor_paired:.3f}")
print(f"other-scattering mobility = {other_mobility*1e4:.0f} cm2/Vs")
print(f"total mobility, NA = 0: {total_0*1e4:.1f} cm2/Vs")
print(f"total mobility, with NA: {total_A*1e4:.1f} cm2/Vs")
print(f"factor for total mobility = {total_A/total_0:.3f}")
print(f"300 K Born mobility, NA = 0: {warm_0*1e4:.1f} cm2/Vs")
print(f"300 K Born mobility, with NA: {warm_A*1e4:.1f} cm2/Vs")
print(f"heavier mass = {heavy_mass/me:.2f} me")
print(f"heavier-mass mobility, NA = 0: {heavy_0*1e4:.1f} cm2/Vs")
print(f"heavier-mass mobility, with NA: {heavy_A*1e4:.1f} cm2/Vs")
print(f"mean free path, NA = 0: {path_0*1e9:.1f} nm")
print(f"mean free path, with NA: {path_A*1e9:.1f} nm")
print(f"kF times path, with NA = {kF*path_A:.1f}")
print(f"effective Bohr radius = {a_eff*1e9:.3f} nm")
print(f"n^(1/3) a_eff = {n**(1/3)*a_eff:.2f}")
print("verified")
```

It prints:

```
INPUTS
electron density n = 3.00e+20 cm^-3
acceptor density NA = 1.00e+20 cm^-3
effective mass = 0.30 me
relative permittivity = 9.0
temperature = 300 K
BORN RESULT
ionized donors with acceptors = 4.00e+20 cm^-3
charged centres with acceptors = 5.00e+20 cm^-3
Fermi wave number kF = 2.071 nm^-1
Fermi energy = 0.545 eV
thermal energy kT = 0.0259 eV
screening length 1/qs = 0.776 nm
b = 4 kF^2/qs^2 = 10.33
F(b) = 1.516
relaxation time, NA = 0: 20.31 fs
relaxation time, with NA: 12.18 fs
mobility, NA = 0: 119.0 cm2/Vs
mobility, with NA: 71.4 cm2/Vs
factor n/(n+2NA) = 0.600
TESTS
golden-rule / closed rate = 1.0000000
weak donor section / Born = 1.0021
weak acceptor section / Born = 0.9979
factor from random charges = 0.599
double acceptors, n/(n+6NA) = 0.333
double acceptors, random charges = 0.333
NEGLECTED EFFECTS
1/(kF a_eff) = 0.304
full donor section / Born = 1.190
full acceptor section / Born = 0.797
factor beyond Born = 0.642
pair distance = 0.35 nm
factor, all acceptors paired = 0.918
other-scattering mobility = 200 cm2/Vs
total mobility, NA = 0: 74.6 cm2/Vs
total mobility, with NA: 52.6 cm2/Vs
factor for total mobility = 0.705
300 K Born mobility, NA = 0: 120.0 cm2/Vs
300 K Born mobility, with NA: 72.0 cm2/Vs
heavier mass = 0.35 me
heavier-mass mobility, NA = 0: 95.4 cm2/Vs
heavier-mass mobility, with NA: 57.3 cm2/Vs
mean free path, NA = 0: 16.2 nm
mean free path, with NA: 9.7 nm
kF times path, with NA = 20.2
effective Bohr radius = 1.588 nm
n^(1/3) a_eff = 1.06
verified
```
